# Gaussian r12 integrals from Boys functions and the Klopper–Röhse commutator relation

## 1. Definitions and conventions

Rydberg atomic units are used: $\hbar=1$, $2m=1$, $e^2=2$. Lengths are in bohr and energies in rydberg. The kinetic energy of two electrons and their repulsion are

$$T=T_1+T_2=-\nabla_1^2-\nabla_2^2,\qquad \frac{2}{r_{12}},\qquad r_{12}=|\mathbf r_1-\mathbf r_2| .$$

The orbitals are real Cartesian Gaussians. With $\mathbf r_A=\mathbf r-\mathbf A$,

$$a(\mathbf r)=N_a\,x_A^{l}\,y_A^{m}\,z_A^{n}\,e^{-\alpha r_A^2},$$

and $b,c,d$ have exponents $\beta,\gamma,\delta$ and centres $\mathbf B,\mathbf C,\mathbf D$. For an operator $w$,

$$(ab|w|cd)=\int\! d\mathbf r_1 d\mathbf r_2\; a(\mathbf r_1)c(\mathbf r_2)\,w\,b(\mathbf r_1)d(\mathbf r_2).$$

Thus $a,c$ form the bra and $b,d$ the ket. If $w$ contains derivatives, they act on everything to their right. Further symbols are

$$p=\alpha+\beta,\quad q=\gamma+\delta,\quad \rho=\frac{pq}{p+q},\quad \mu=\frac{\alpha\beta}{p},$$
$$\mathbf P=\frac{\alpha\mathbf A+\beta\mathbf B}{p},\quad \mathbf Q=\frac{\gamma\mathbf C+\delta\mathbf D}{q},\quad \mathbf R=\mathbf P-\mathbf Q,\quad X=\rho R^2 .$$

The Boys functions are

$$F_n(X)=\int_0^1 t^{2n}e^{-Xt^2}dt,\qquad F_n'=-F_{n+1}.$$

Integrating $\frac{d}{dt}\left(t^{2n+1}e^{-Xt^2}\right)$ from 0 to 1 gives their recursion,

$$e^{-X}=(2n+1)F_n-2XF_{n+1}. \tag{1}$$

## 2. Reduction to one distance vector

Completing the square gives, for any two centres,

$$\alpha|\mathbf r-\mathbf A|^2+\beta|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\mu|\mathbf A-\mathbf B|^2. \tag{2}$$

For s functions, the product $ab$ is therefore a single Gaussian at $\mathbf P$. Its integral is the overlap

$$S_{ab}=N_aN_b\,e^{-\mu|\mathbf A-\mathbf B|^2}(\pi/p)^{3/2},$$

and $cd$ is treated in the same way. Divided by their overlaps, the two products are normalized densities.

Set $\mathbf u=\mathbf r_1-\mathbf r_2$ and integrate over $\mathbf r_1$ at fixed $\mathbf u$. The exponent is $p|\mathbf r_1-\mathbf P|^2+q|\mathbf r_1-(\mathbf Q+\mathbf u)|^2$. By identity (2), with $p,q$ in place of $\alpha,\beta$, it separates into a Gaussian in $\mathbf r_1$ of exponent $p+q$ and the remainder $\rho|\mathbf u-\mathbf R|^2$. The constants combine to

$$\left(\frac{pq}{\pi^2}\right)^{3/2}\left(\frac{\pi}{p+q}\right)^{3/2}=\left(\frac{\rho}{\pi}\right)^{3/2}.$$

Hence $\mathbf u$ has the normalized density $(\rho/\pi)^{3/2}e^{-\rho|\mathbf u-\mathbf R|^2}$. Writing $\langle\cdot\rangle$ for the average over it,

$$(ab|r_{12}|cd)=S_{ab}S_{cd}\,\langle u\rangle\qquad\text{(s functions)}.$$

## 3. The mean distance

From $\int_0^\infty e^{-s^2u^2}ds=\sqrt\pi/(2u)$ it follows that

$$\frac1u=\frac{2}{\sqrt\pi}\int_0^\infty e^{-s^2u^2}ds,\qquad u=\frac{2}{\sqrt\pi}\int_0^\infty u^2e^{-s^2u^2}ds .$$

Let $\lambda=s^2$. Identity (2), applied to the exponents $\rho$ and $\lambda$, gives

$$J(\lambda)=\langle e^{-\lambda u^2}\rangle=\left(\frac{\rho}{\rho+\lambda}\right)^{3/2}\exp\left(-\frac{\rho\lambda R^2}{\rho+\lambda}\right).$$

The factor $u^2$ is produced by $-d/d\lambda$:

$$\langle u^2e^{-\lambda u^2}\rangle=-\frac{dJ}{d\lambda}=J\left[\frac{3}{2(\rho+\lambda)}+\frac{\rho^2R^2}{(\rho+\lambda)^2}\right].$$

Now substitute $t^2=\lambda/(\rho+\lambda)$. Then $\rho/(\rho+\lambda)=1-t^2$, $J=(1-t^2)^{3/2}e^{-Xt^2}$ and $ds=\sqrt\rho\,(1-t^2)^{-3/2}dt$, so the powers $3/2$ cancel. The Coulomb average is

$$\langle 1/u\rangle=2\sqrt{\rho/\pi}\;F_0(X), \tag{3}$$

and the linear one is

$$\langle u\rangle=\frac{2}{\sqrt{\pi\rho}}\int_0^1\!\left[\tfrac32(1-t^2)+X(1-t^2)^2\right]e^{-Xt^2}dt$$
$$=\frac{2}{\sqrt{\pi\rho}}\left[\tfrac32(F_0-F_1)+X(F_0-2F_1+F_2)\right].$$

Recursion (1) removes $F_2$. For $n=0$ it reads $e^{-X}=F_0-2XF_1$. For $n=1$ it gives

$$XF_2=\tfrac12(3F_1-e^{-X})=\tfrac32F_1-\tfrac12F_0+XF_1 .$$

Inserting this leaves

$$\boxed{\langle u\rangle=\frac{2}{\sqrt{\pi\rho}}\,G_0(X),\qquad G_0=(1+X)F_0-XF_1.} \tag{4}$$

**Limits.** At $R=0$, $G_0=1$ and the mean distance is $2/\sqrt{\pi\rho}$, which is due to the widths of the clouds alone. For large $X$, use $XF_1=\frac12(F_0-e^{-X})$ to write

$$G_0=\tfrac12\left[(1+2X)F_0+e^{-X}\right]. \tag{5}$$

Since $F_0=\frac12\sqrt{\pi/X}$ up to exponentially small terms, $\langle u\rangle\to R+1/(2\rho R)$. To leading order in $1/R$, the second term comes from fluctuations perpendicular to $\mathbf R$. Let $z$ be the deviation of $\mathbf u$ from $\mathbf R$ along $\mathbf R$ and $w$ the length of its perpendicular part. Then $u=\sqrt{(R+z)^2+w^2}\approx R+z+w^2/(2R)$, with $\langle z\rangle=0$ and $\langle w^2\rangle=1/\rho$. At order $1/R^3$ the perpendicular fluctuations alone would add $-\langle w^4\rangle/(8R^3)=-1/(4\rho^2R^3)$. Their coupling to the parallel ones, $\langle w^2\rangle\langle z^2\rangle/(2R^3)$ with $\langle z^2\rangle=1/(2\rho)$, cancels this term.

## 4. Higher angular momentum

Differentiate (5), and then use $2XF_1=F_0-e^{-X}$:

$$G_0'=\tfrac12\left[2F_0-(1+2X)F_1-e^{-X}\right]=\tfrac12(F_0-F_1).$$

Define $G_n=(-d/dX)^nG_0$. Each further $-d/dX$ raises the indices of the Boys functions by one, so

$$G_n=\tfrac12(F_n-F_{n-1}),\qquad n\ge1. \tag{6}$$

Products with polynomial factors are expanded in derivatives of a Gaussian. In one dimension let

$$\Lambda_t=\partial_{P_x}^{\,t}e^{-p(x-P_x)^2},\qquad x_A^{i}x_B^{j}e^{-\alpha x_A^2-\beta x_B^2}=\sum_{t=0}^{i+j}E_t^{ij}\Lambda_t .$$

By (2), $E_0^{00}=e^{-\mu(A_x-B_x)^2}$. The Leibniz rule applied to $\Lambda_{t+1}=\partial_{P_x}^{\,t}[2p(x-P_x)e^{-p(x-P_x)^2}]$ gives

$$(x-P_x)\Lambda_t=\frac{1}{2p}\Lambda_{t+1}+t\Lambda_{t-1}.$$

Writing $x_A=(x-P_x)+(P_x-A_x)$ and comparing coefficients yields

$$E_t^{i+1,j}=\frac{1}{2p}E_{t-1}^{ij}+(P_x-A_x)E_t^{ij}+(t+1)E_{t+1}^{ij}.$$

Raising $j$ uses $P_x-B_x$ instead. Coefficients with $t<0$ or $t>i+j$ are zero.

The derivatives with respect to $\mathbf P$ and $\mathbf Q$ can be taken outside the integral. What remains inside is the integral of two plain Gaussians $e^{-p|\mathbf r_1-\mathbf P|^2}$ and $e^{-q|\mathbf r_2-\mathbf Q|^2}$. Multiplying (3) and (4) by $(\pi^2/pq)^{3/2}$ gives

$$\frac{1}{r_{12}}:\ \frac{2\pi^{5/2}}{pq\sqrt{p+q}}F_0(X),\qquad r_{12}:\ \frac{2\pi^{5/2}}{pq\sqrt{p+q}}\,\frac{G_0(X)}{\rho}. \tag{7}$$

Both depend on $\mathbf R$ alone, so $\partial_{\mathbf P}=\partial_{\mathbf R}$ and $\partial_{\mathbf Q}=-\partial_{\mathbf R}$. For the derivatives define

$$K^{(n)}_{tuv}=\partial_{R_x}^{\,t}\partial_{R_y}^{\,u}\partial_{R_z}^{\,v}\left[(-2\rho)^nG_n(\rho R^2)\right].$$

One derivative of the bracket with respect to $R_x$ is $R_x(-2\rho)^{n+1}G_{n+1}$. The Leibniz rule then gives

$$K^{(n)}_{t+1,u,v}=R_xK^{(n+1)}_{tuv}+t\,K^{(n+1)}_{t-1,u,v}, \tag{8}$$

and likewise for $y$ and $z$. This argument uses only $G_n'=-G_{n+1}$, which $F_n$ obeys too. The recursion starts from $K^{(n)}_{000}=(-2\rho)^nG_n(X)$. Let $E^{ab}_{tuv}$ be the product of the three one-dimensional coefficients for $ab$, and $E^{cd}_{\tau\nu\phi}$ the same for $cd$. Each derivative with respect to $\mathbf Q$ contributes a factor $-1$, so

$$(ab|r_{12}|cd)=N_aN_bN_cN_d\,\frac{2\pi^{5/2}}{pq\sqrt{p+q}\,\rho}\sum_{tuv}E^{ab}_{tuv}\sum_{\tau\nu\phi}(-1)^{\tau+\nu+\phi}E^{cd}_{\tau\nu\phi}\,K^{(0)}_{t+\tau,\,u+\nu,\,v+\phi}.$$

A Coulomb integral routine built on this expansion and on recursion (8) therefore yields $r_{12}$ integrals when its prefactor is divided by $\rho$ and $F_n$ is replaced by $G_n$. Contracted functions follow by linearity.

## 5. The commutator as an operator

With $\hat{\mathbf u}=\mathbf u/u$, one has $\nabla_1r_{12}=\hat{\mathbf u}$, $\nabla_2r_{12}=-\hat{\mathbf u}$ and $\nabla_1^2r_{12}=\nabla_2^2r_{12}=2/r_{12}$. There is no delta function at $\mathbf u=0$, because the flux of $\hat{\mathbf u}$ through a sphere of radius $\varepsilon$ is $4\pi\varepsilon^2\to0$. For any smooth $f$ the product rule gives

$$[T_1,r_{12}]f=-\nabla_1^2(r_{12}f)+r_{12}\nabla_1^2f=-\frac{2}{r_{12}}f-2\hat{\mathbf u}\cdot\nabla_1f .$$

Adding electron 2, whose gradient term has the opposite sign,

$$[T,r_{12}]=-\frac{4}{r_{12}}-2\hat{\mathbf u}\cdot(\nabla_1-\nabla_2). \tag{9}$$

**Physical meaning.** Apply $T+2/r_{12}$ to the correlated function $(1+\frac12r_{12})\varphi$, with $\varphi$ smooth. The factor $\frac12$ carries the unit bohr$^{-1}$. The result is

$$\left(1+\tfrac12r_{12}\right)T\varphi+\varphi+\left(\frac{2}{r_{12}}+\tfrac12[T,r_{12}]\right)\varphi,$$

and by (9)

$$\frac{2}{r_{12}}+\tfrac12[T,r_{12}]=-\hat{\mathbf u}\cdot(\nabla_1-\nabla_2). \tag{10}$$

The divergence of the repulsion is cancelled. What remains is bounded at coalescence, and its limit there is $-\hat{\mathbf u}\cdot(\nabla_1-\nabla_2)\varphi$ taken at $\mathbf r_1=\mathbf r_2$. This limit depends on the direction of approach unless $(\nabla_1-\nabla_2)\varphi$ vanishes at coalescence. It does vanish when $\varphi$ is symmetric under exchange of the two electrons, and the limit is then zero from every direction. The factor $\frac12$ thus belongs to the symmetric case. An antisymmetric $\varphi$ behaves as $\mathbf u\cdot\mathbf g$ near coalescence, so $(\nabla_1-\nabla_2)\varphi\to2\mathbf g$. With a general factor $\kappa$ in place of $\frac12$, (9) gives $(2/r_{12}+\kappa[T,r_{12}])\varphi\to(2-4\kappa-4\kappa)\,\hat{\mathbf u}\cdot\mathbf g$. The direction-dependent limit is then removed by $\kappa=\frac14$, not by $\frac12$.

## 6. The Klopper–Röhse relation

Write out the commutator for electron 1:

$$(ab|[T_1,r_{12}]|cd)=\int a\,c\,T_1(r_{12}\,b\,d)-\int a\,c\,r_{12}\,(T_1b)\,d .$$

In the first integral $T_1$ is moved onto $a$ by Green's theorem. The surface terms at infinity vanish because of the Gaussian decay. The kink of $r_{12}b$ at $\mathbf r_1=\mathbf r_2$ is cut out by a sphere of radius $\varepsilon$. There the functions and their gradients are bounded, so the surface term is of order $\varepsilon^2$ and vanishes. With $T_1=-\nabla_1^2$,

$$(ab|[T_1,r_{12}]|cd)=-\big((\nabla^2a)\,b\,|r_{12}|cd\big)+\big(a\,(\nabla^2b)\,|r_{12}|cd\big). \tag{11}$$

The bra function enters with a minus sign and the ket function with a plus sign, so the integral changes sign under $a\leftrightarrow b$ and vanishes for $a=b$. For $1/r_{12}$ in place of $r_{12}$ the gradient would grow as $1/\varepsilon^2$. The surface term would then stay finite. It is compensated by the term $\nabla_1^2(1/r_{12})=-4\pi\delta(\mathbf u)$, which would have to be kept in the explicit operator; with it the analogue of (11) holds unchanged.

A Gaussian depends on $\mathbf r$ through $\mathbf r-\mathbf A$, so $\nabla_{\mathbf r}a=-\nabla_{\mathbf A}a$ and $\nabla^2a=\nabla_A^2a$. The Laplacians can therefore be taken outside the integral. With the same result for electron 2,

$$\boxed{(ab|[T,r_{12}]|cd)=-\left(\nabla_A^2-\nabla_B^2+\nabla_C^2-\nabla_D^2\right)(ab|r_{12}|cd).} \tag{12}$$

This is the Klopper–Röhse relation. The four centres in it are independent variables. If two orbitals sit on the same atom, their centres are set equal after the differentiation; moving them together would give a different quantity.

In practice the Laplacian acts on the polynomial factor. In one direction

$$\frac{d}{dx}x^le^{-\alpha x^2}=\left(l\,x^{l-1}-2\alpha x^{l+1}\right)e^{-\alpha x^2},$$

and a second derivative gives

$$\frac{d^2}{dx^2}x^le^{-\alpha x^2}=\left[4\alpha^2x^{l+2}-2\alpha(2l+1)x^l+l(l-1)x^{l-2}\right]e^{-\alpha x^2}. \tag{13}$$

The commutator integrals are thus combinations of $r_{12}$ integrals in which one Cartesian power of one orbital is changed by $+2$, $0$ or $-2$. The angular momentum itself is not changed, because the Laplacian commutes with rotations: for an s function the terms in $x^2$, $y^2$ and $z^2$ add up to $r^2$, which is again an s function. The normalization factor $N_a$ of the original function is kept in all three terms.

## 7. Closed form for s functions

Let $\mathbf D_{AB}=\mathbf A-\mathbf B$. Taking $\mathbf P$ and $\mathbf D_{AB}$ as variables, the chain rule gives

$$\nabla_A=\frac{\alpha}{p}\nabla_P+\nabla_{D_{AB}},\qquad \nabla_B=\frac{\beta}{p}\nabla_P-\nabla_{D_{AB}},$$

$$\nabla_A^2-\nabla_B^2=(\nabla_A+\nabla_B)\cdot(\nabla_A-\nabla_B)=\nabla_P\cdot\left[\frac{\alpha-\beta}{p}\nabla_P+2\nabla_{D_{AB}}\right].$$

For s functions the integral is $S_{ab}S_{cd}\langle u\rangle$. The overlap depends on $\mathbf D_{AB}$ through $e^{-\mu D_{AB}^2}$, and $\langle u\rangle$ depends on $\mathbf P$. Therefore $2\nabla_{D_{AB}}$ produces the factor $-4\mu\mathbf D_{AB}$. The derivatives of the mean distance are

$$\nabla_P\langle u\rangle=\frac{2}{\sqrt{\pi\rho}}\,G_0'\,2\rho\mathbf R=2\sqrt{\frac{\rho}{\pi}}\,(F_0-F_1)\mathbf R,\qquad \nabla_P^2\langle u\rangle=2\langle1/u\rangle=4\sqrt{\frac{\rho}{\pi}}\,F_0 .$$

The second holds because a shift of $\mathbf R$ shifts $\mathbf u$ rigidly and $\nabla^2u=2/u$. With the overall minus sign,

$$(ab|[T_1,r_{12}]|cd)=-4\sqrt{\frac{\rho}{\pi}}\,S_{ab}S_{cd}\left[\frac{\alpha-\beta}{p}F_0-2\mu\,\mathbf D_{AB}\cdot\mathbf R\,(F_0-F_1)\right]. \tag{14}$$

If $\mathbf A=\mathbf B$, the second term vanishes, and by (3)

$$(ab|[T_1,r_{12}]|cd)=-\frac{\alpha-\beta}{p}\,(ab|2/r_{12}|cd). \tag{15}$$

This is nonzero when $\alpha\ne\beta$, even though the two centres coincide. The $2/r_{12}$ in (15) stems from $(\hbar^2/2m)\nabla^2r_{12}$ and carries the unit Ry bohr; its numerical value equals that of the repulsion integral in Ry.

## 8. Worked example

Take normalized functions with exponents $1.0,\,0.5,\,0.8,\,0.4$ bohr$^{-2}$ for $a,b,c,d$. Centre $\mathbf A$ is the origin, and $\mathbf B,\mathbf C,\mathbf D$ lie 1 bohr from it along $x,y,z$.

**Four s functions.** Here $p=1.5$, $q=1.2$ and $\rho=1.8/2.7=0.6667$ bohr$^{-2}$. The product centres are $\mathbf P=(0.3333,0,0)$ and $\mathbf Q=(0,0.6667,0.3333)$ bohr, so $R=0.8165$ bohr and $X=0.4444$. With $F_0=0.869683$ and $F_1=0.257065$,

$$G_0=1.444444\times0.869683-0.444444\times0.257065=1.14196 .$$

Equation (4) gives $\langle u\rangle=1.57816$ bohr. With $S_{ab}S_{cd}=0.352276$,

$$(ab|r_{12}|cd)=0.352276\times1.57816=0.55595\ \text{bohr}\quad(0.29419\ \text{Å}).$$

The integrals with the Laplacian on $a,b,c,d$ are $-0.55499$, $-0.83154$, $-0.36947$ and $-0.48695$ bohr$^{-1}$. In these units $\hbar^2/2m=1$ Ry bohr$^2$, so (12) gives, in Ry bohr,

$$[T_1,r_{12}]:\quad 0.55499-0.83154=-0.27654,$$
$$[T_2,r_{12}]:\quad 0.36947-0.48695=-0.11748,$$

where the last digits follow from the unrounded values. The sum is $-0.39402$ Ry bohr, or $-2.8369$ eV Å.

The closed form (14) reaches the first value by another route. With $\mu=0.3333$ bohr$^{-2}$ and $\mathbf D_{AB}\cdot\mathbf R=-0.3333$ bohr$^2$, its two terms are $-0.18817$ and $-0.08837$ Ry bohr, which add to $-0.27654$.

The repulsion integral is $0.56452$ Ry. The regular operator (10) has the integral

$$0.56452-\tfrac12\times0.39402=0.36751\ \text{Ry}.$$

**With p functions.** Let $a$ be $p_x$ and $c$ be $p_y$, all else unchanged. Then $(ab|r_{12}|cd)=-0.18678$ bohr. The negative sign is allowed because the products $ab$ and $cd$ are not positive everywhere. The commutators are

$$[T_1,r_{12}]:\ -0.31870+0.50340=0.18471,\qquad [T_2,r_{12}]:\ -0.23641+0.48310=0.24669$$

in Ry bohr, again from unrounded values, with the sum $0.43139$. The repulsion integral, $-0.25000$ Ry, is largely compensated in this case, and (10) gives $-0.03430$ Ry.

**All four s functions at the origin.** Here $(ab|2/r_{12}|cd)=1.54423$ Ry. Since $(\alpha-\beta)/p=0.5/1.5$ and $(\gamma-\delta)/q=0.4/1.2$ are both $1/3$, equation (15) and its counterpart for electron 2 give the same value,

$$-\tfrac13\times1.54423=-0.51474\ \text{Ry bohr}.$$

The Laplacian differences agree: $1.63002-2.14476=-0.51474$ for electron 1.

The numerical check also evaluates $r_{12}$ and the explicit operator (9) by six-dimensional quadrature over the orbitals. For these three cases and one with d functions, it agrees with the formulas to within $10^{-8}$ in the units used here.

## Values computed for the example and the checks

```
Exponents a b c d (bohr^-2): 1.0 0.5 0.8 0.4
Centre A (bohr): 0.0 0.0 0.0
Centre B (bohr): 1.0 0.0 0.0
Centre C (bohr): 0.0 1.0 0.0
Centre D (bohr): 0.0 0.0 1.0
p, q, rho (bohr^-2): 1.500000 1.200000 0.666667
P (bohr): 0.333333 0.000000 0.000000
Q (bohr): 0.000000 0.666667 0.333333
|P-Q| (bohr): 0.816497
X (dimensionless): 0.444444
F0 F1 F2 (dimensionless): 0.86968295 0.25706538 0.14626772
G0 G1 G2 (dimensionless): 1.14195742 -0.30630878 -0.05539883
s case: S_ab S_cd (dimensionless): 0.35227568
s case: mean distance (bohr): 1.57815843
mu (bohr^-2): 0.333333
(A-B).(P-Q) (bohr^2): -0.333333
s case: [T1,r12], F0 part (Ry bohr): -0.18817494
s case: [T1,r12], F0-F1 part (Ry bohr): -0.08836881
s case: (ab|r12|cd) (bohr): 0.55594684
s case: (ab|2/r12|cd) (Ry): 0.56452483
s case: Laplacian on a, b (bohr^-1): -0.55499373 -0.83153749
s case: Laplacian on c, d (bohr^-1): -0.36947308 -0.48695297
s case: [T1,r12] (Ry bohr): -0.27654376
s case: [T2,r12] (Ry bohr): -0.11747989
s case: [T,r12] (Ry bohr): -0.39402365
s case: 2/r12 + [T,r12]/(2 bohr) (Ry): 0.36751300
p case: (ab|r12|cd) (bohr): -0.18677649
p case: (ab|2/r12|cd) (Ry): -0.24999519
p case: Laplacian on a, b (bohr^-1): 0.31869536 0.50340347
p case: Laplacian on c, d (bohr^-1): 0.23641377 0.48309956
p case: [T1,r12] (Ry bohr): 0.18470811
p case: [T2,r12] (Ry bohr): 0.24668579
p case: [T,r12] (Ry bohr): 0.43139391
p case: 2/r12 + [T,r12]/(2 bohr) (Ry): -0.03429823
one-centre case: (ab|r12|cd) (bohr): 1.15816892
one-centre case: (ab|2/r12|cd) (Ry): 1.54422522
one-centre case: Laplacian on a, b (bohr^-1): -1.63001551 -2.14475725
one-centre case: Laplacian on c, d (bohr^-1): -1.16674795 -1.68148969
one-centre case: [T1,r12] (Ry bohr): -0.51474174
one-centre case: [T2,r12] (Ry bohr): -0.51474174
one-centre case: [T,r12] (Ry bohr): -1.02948348
one-centre case: 2/r12 + [T,r12]/(2 bohr) (Ry): 1.02948348
s case: quadrature of r12 (bohr): 0.55594684
s case: quadrature of [T,r12] (Ry bohr): -0.39402365
s case: (ab|r12|cd) (angstrom): 0.294194
s case: [T,r12] (eV angstrom): -2.836900
Largest r12 deviation from quadrature below 1e-8 bohr: True
```
